# The Highest Occupied Kohn-Sham Eigenvalue from the Density Tail: a program that tests the result

```python
"""
Result under test: if the Kohn-Sham potential v_s vanishes at infinity, the
highest occupied Kohn-Sham eigenvalue eps_H equals -I, where I is the
ionization energy that governs the density tail exp(-2 sqrt(2 I) r).

Model: two parallel-spin electrons with zero angular momentum, nuclear charge
Z, repulsion 1/max(r1, r2), hard wall at r = R.  Hartree atomic units.
p[j] is the radial density times the grid spacing, so sum(p) = 2.
The Kohn-Sham potential is found from p alone; I comes from total energies.
A second part tests the decay of one orbital in a non-spherical potential:
H(r) is the angular integral of u^2 with u = r*phi, and w = -H'/(2H).
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.linalg import eigh_tridiagonal

Z = 3.0
R = 15.0


def lowest_two(potential, h):
    """Two lowest radial states of -1/2 d2/dr2 + potential."""
    off = np.full(len(potential) - 1, -0.5 / h**2)
    return eigh_tridiagonal(1.0 / h**2 + potential, off,
                            select='i', select_range=(0, 1))


def second_difference(f, h):
    g = np.concatenate(([0.0], f, [0.0]))
    return (g[2:] - 2.0 * g[1:-1] + g[:-2]) / h**2


def interacting_pair(r, h):
    """Lowest antisymmetric two-electron state: energy and amplitude matrix."""
    m = len(r)
    off = np.full(m - 1, -0.5 / h**2)
    one = sp.diags([off, 1.0 / h**2 - Z / r, off], [-1, 0, 1])
    eye = sp.identity(m)
    repulsion = sp.diags((1.0 / np.maximum.outer(r, r)).ravel())
    full = (sp.kron(one, eye) + sp.kron(eye, one) + repulsion).tocsr()
    i, j = np.triu_indices(m, 1)
    k = np.arange(len(i))
    rows = np.concatenate((i * m + j, j * m + i))
    signs = np.concatenate((np.ones(len(i)), -np.ones(len(i)))) / np.sqrt(2)
    proj = sp.csr_matrix((signs, (rows, np.concatenate((k, k)))),
                         shape=(m * m, len(i)))
    ham = (proj.T @ full @ proj).tocsc()
    # without repulsion the energy would be lower: a safe shift
    shift = lowest_two(-Z / r, h)[0].sum()
    val, vec = eigsh(ham, k=1, sigma=shift, which='LM',
                     v0=np.ones(len(i)))
    return val[0], (proj @ vec[:, 0]).reshape(m, m)


def split_density(p, theta, gap, h):
    """Newton solution for orbitals sqrt(p)cos(theta), sqrt(p)sin(theta)
    that share one potential, with eigenvalue difference gap."""
    m = len(p)
    s = np.sqrt(p)
    up = s[1:] / s[:-1] / h**2
    down = s[:-1] / s[1:] / h**2
    a = np.arange(m - 1)
    for _ in range(60):
        d = np.diff(theta)
        res = np.zeros(m + 1)
        res[:m] = gap * np.sin(2 * theta)
        res[:m - 1] += up * np.sin(d)
        res[1:m] -= down * np.sin(d)
        res[m] = np.sum(p * np.cos(theta)**2) - 1.0
        jac = np.zeros((m + 1, m + 1))
        jac[np.arange(m), np.arange(m)] = 2 * gap * np.cos(2 * theta)
        jac[a, a + 1] += up * np.cos(d)
        jac[a, a] -= up * np.cos(d)
        jac[a + 1, a] += down * np.cos(d)
        jac[a + 1, a + 1] -= down * np.cos(d)
        jac[:m, m] = np.sin(2 * theta)
        jac[m, :m] = -p * np.sin(2 * theta)
        step = np.linalg.solve(jac, -res)
        theta = theta + step[:m]
        gap = gap + step[m]
        if np.max(np.abs(step)) < 1e-9:
            return theta, gap
    raise AssertionError("density inversion did not converge")


def study(h):
    """Interacting solution and Kohn-Sham inversion for one grid spacing."""
    r = h * np.arange(1, int(round(R / h)))
    ion_e, ion_v = lowest_two(-Z / r, h)
    energy, amp = interacting_pair(r, h)
    p = 2.0 * np.sum(amp**2, axis=1)
    channel = np.sqrt(2.0) * amp @ ion_v[:, 0]

    # start from a screened potential, then move its density to the exact one
    start_e, start_v = lowest_two(-Z / r + (1 - np.exp(-r * r)) / r, h)
    first = start_v[:, 0] * np.sign(start_v[:, 0].sum())
    second = start_v[:, 1] * np.sign(start_v[len(r) // 3, 1])
    theta = np.arctan2(second, first)
    gap = start_e[1] - start_e[0]
    p_start = first**2 + second**2
    for mix in np.linspace(0.1, 1.0, 10):
        theta, gap = split_density(p_start**(1 - mix) * p**mix,
                                   theta, gap, h)
    f1 = np.sqrt(p) * np.cos(theta)
    f2 = np.sqrt(p) * np.sin(theta)
    kinetic = 0.5 * (f1 * second_difference(f1, h)
                     + f2 * second_difference(f2, h))
    shifted = (kinetic - gap * f1**2) / p        # v_s - eps_H

    # tail form  -eps_H + slope/r  determined from two radii
    ja, jb = [int(round(x / h)) - 1 for x in (7.0, 10.0)]
    slope = (shifted[ja] - shifted[jb]) / (1 / r[ja] - 1 / r[jb])
    eps_h = slope / r[ja] - shifted[ja]
    v_s = shifted + eps_h
    return dict(r=r, h=h, ion=ion_e, E=energy, I=ion_e[0] - energy, p=p,
                channel=channel, gap=gap, slope=slope, eps=eps_h, v=v_s)


coarse = study(0.10)
fine = study(0.05)

for case in (coarse, fine):
    r, h, p, I = case['r'], case['h'], case['p'], case['I']
    assert abs(p.sum() - 2.0) < 1e-10 and I > 0
    # main result: tail-determined eigenvalue against total energies
    assert abs(case['eps'] + I) < 1e-5
    assert abs(case['slope'] + (Z - 1)) < 1e-4
    # the potential reproduces the density with its two lowest orbitals
    e, v = lowest_two(case['v'], h)
    case['density_error'] = np.max(np.abs(np.sum(v**2, axis=1) - p))
    case['levels'] = e
    assert case['density_error'] < 1e-7
    assert abs(e[1] - case['eps']) < 1e-6
    # differential inequality for the square root of the density
    root = np.sqrt(p)
    case['ineq'] = np.max(-0.5 * second_difference(root, h) / root
                          - Z / r + I)
    assert case['ineq'] < 0

r, h, p, I = fine['r'], fine['h'], fine['p'], fine['I']
kappa = np.sqrt(2 * I)


def at(radius):
    return int(round(radius / h)) - 1


def density_rate(radius):
    j = at(radius)
    return -0.25 * (np.log(p[j + 1]) - np.log(p[j - 1])) / h


def rate_law(radius):
    return kappa - (Z - 1) / (kappa * radius)


assert abs(density_rate(10.0) - rate_law(10.0)) < 0.02
other_channels = 1 - fine['channel'][at(6.0)]**2 / p[at(6.0)]
assert abs(other_channels) < 1e-4
deep_I = fine['ion'][1] - fine['E']
deep_difference = fine['levels'][0] + deep_I
assert abs(deep_difference) > 10 * abs(fine['eps'] + I)

# Non-spherical test: hydrogen 2p orbital centred at distance a from origin
a = 1.0
kappa_p = 0.5
x, weight = np.polynomial.legendre.leggauss(60)


def u_shell(rad, cosine, ref):
    """r*phi, multiplied by the constant exp(ref/2) to avoid underflow."""
    dist = np.sqrt(rad**2 + a**2 - 2 * rad * a * cosine)
    return rad * (rad * cosine - a) * np.exp(-(dist - ref) / 2)


def shell(rad, ref):
    """H, w, sigma^2, E and the predicted dE/dr on the sphere of radius rad."""
    d = 1e-4
    u = u_shell(rad, x, ref)
    ur = (u_shell(rad + d, x, ref) - u_shell(rad - d, x, ref)) / (2 * d)
    ux = (u_shell(rad, x + d, ref) - u_shell(rad, x - d, ref)) / (2 * d)
    dist = np.sqrt(rad**2 + a**2 - 2 * rad * a * x)
    ang = np.sum(weight * (1 - x**2) * ux**2)
    H = np.sum(weight * u**2)
    w = -np.sum(weight * u * ur) / H
    radial = np.sum(weight * ur**2)
    E = radial - ang / rad**2 - np.sum(
        weight * (kappa_p**2 - 2 / dist) * u**2)
    slope_v = (rad - a * x) / dist**3
    dE = 2 * ang / rad**3 - 2 * np.sum(weight * slope_v * u**2)
    return H, w, radial / H - w**2, E, dE


identity_error = 0.0
for rad in (3.0, 6.0, 12.0):
    d = 2e-3
    H, w, sigma2, E, dE = shell(rad, rad)
    plus, minus = shell(rad + d, rad), shell(rad - d, rad)
    dw = -0.5 * (np.log(plus[0]) - 2 * np.log(H) + np.log(minus[0])) / d**2
    err_w = abs(dw - (E / H - 2 * sigma2))
    err_E = abs((plus[3] - minus[3]) / (2 * d) - dE) / H
    identity_error = max(identity_error, err_w, err_E)
assert identity_error < 2e-5
w_far = {rad: shell(rad, rad)[1] for rad in (10.0, 100.0, 1000.0)}
assert abs(1000.0 * (kappa_p - w_far[1000.0]) - 1 / kappa_p) < 0.1

print(f"nuclear charge Z = {Z:.0f}, wall radius = {R:.0f} bohr")
for case in (coarse, fine):
    print(f"--- grid spacing {case['h']:.2f} bohr")
    print(f"two-electron energy      = {case['E']:.6f} hartree")
    print(f"one-electron ion energy  = {case['ion'][0]:.6f} hartree")
    print(f"ionization energy I      = {case['I']:.6f} hartree")
    print(f"eps_H from v_s tail      = {case['eps']:.6f} hartree")
    print(f"eps_H + I                = {case['eps'] + case['I']:.1e} hartree")
    print(f"1/r coefficient of v_s   = {case['slope']:.6f} hartree bohr")
    print(f"largest error of p       = {case['density_error']:.1e} electrons")
print("--- further values on the finer grid")
print(f"ion energy without grid or wall = {-Z**2 / 2:.6f} hartree")
print(f"sqrt(2I) = {kappa:.5f} 1/bohr")
for rad in (5.0, 10.0):
    print(f"r = {rad:.0f} bohr: half log decay rate of radial density "
          f"= {density_rate(rad):.5f} 1/bohr")
    print(f"   sqrt(2I) - (Z-1)/(sqrt(2I) r) = {rate_law(rad):.5f} 1/bohr")
for rad in (1.0, 2.0, 5.0, 10.0):
    print(f"r = {rad:.0f} bohr: v_s = {fine['v'][at(rad)]:.5f} hartree, "
          f"-(Z-1)/r = {-(Z - 1) / rad:.5f} hartree")
print(f"density share of excited ion states at 6 bohr = {other_channels:.1e}")
print(f"largest value in density inequality = {fine['ineq']:.4f} hartree")
print(f"deeper KS eigenvalue = {fine['levels'][0]:.5f} hartree")
print(f"minus ionization energy to first excited ion = {-deep_I:.5f} hartree")
print(f"their difference = {deep_difference:.5f} hartree")
print(f"--- displaced 2p orbital, displacement {a:.0f} bohr, "
      f"kappa = {kappa_p:.1f} 1/bohr")
for rad, w in w_far.items():
    print(f"r = {rad:.0f} bohr: w = {w:.5f} 1/bohr")
print(f"largest error of the two shell identities = {identity_error:.1e}")
print("all assertions hold")
```

It prints:

```
nuclear charge Z = 3, wall radius = 15 bohr
--- grid spacing 0.10 bohr
two-electron energy      = -5.008864 hartree
one-electron ion energy  = -4.403065 hartree
ionization energy I      = 0.605799 hartree
eps_H from v_s tail      = -0.605799 hartree
eps_H + I                = -6.8e-10 hartree
1/r coefficient of v_s   = -2.000000 hartree bohr
largest error of p       = 1.5e-16 electrons
--- grid spacing 0.05 bohr
two-electron energy      = -5.083444 hartree
one-electron ion energy  = -4.474968 hartree
ionization energy I      = 0.608475 hartree
eps_H from v_s tail      = -0.608475 hartree
eps_H + I                = -4.8e-10 hartree
1/r coefficient of v_s   = -2.000000 hartree bohr
largest error of p       = 1.3e-15 electrons
--- further values on the finer grid
ion energy without grid or wall = -4.500000 hartree
sqrt(2I) = 1.10315 1/bohr
r = 5 bohr: half log decay rate of radial density = 0.70924 1/bohr
   sqrt(2I) - (Z-1)/(sqrt(2I) r) = 0.74056 1/bohr
r = 10 bohr: half log decay rate of radial density = 0.91472 1/bohr
   sqrt(2I) - (Z-1)/(sqrt(2I) r) = 0.92186 1/bohr
r = 1 bohr: v_s = -1.95347 hartree, -(Z-1)/r = -2.00000 hartree
r = 2 bohr: v_s = -1.00559 hartree, -(Z-1)/r = -1.00000 hartree
r = 5 bohr: v_s = -0.40000 hartree, -(Z-1)/r = -0.40000 hartree
r = 10 bohr: v_s = -0.20000 hartree, -(Z-1)/r = -0.20000 hartree
density share of excited ion states at 6 bohr = 3.3e-10
largest value in density inequality = -0.0669 hartree
deeper KS eigenvalue = -3.52424 hartree
minus ionization energy to first excited ion = -3.96002 hartree
their difference = 0.43579 hartree
--- displaced 2p orbital, displacement 1 bohr, kappa = 0.5 1/bohr
r = 10 bohr: w = 0.29237 1/bohr
r = 100 bohr: w = 0.47991 1/bohr
r = 1000 bohr: w = 0.49800 1/bohr
largest error of the two shell identities = 4.4e-08
all assertions hold
```
